# The Coulomb-Gauge Transverse Propagator, Its Partial Waves and Static Limit

## Two currents at fixed separation

Place two electrons a distance $R$ apart on the $z$ axis and ask how strongly equal components of their currents are coupled by the exchange of a transverse photon of frequency $\omega$, with $k=|\omega|/c$. In atomic units the coupling tensor, derived below, has the real part

$$D_{ij}=\delta_{ij}\frac{\cos kR}{R}+\partial_i\partial_jF,\qquad F=\frac{\cos kR-1}{k^2R}. \tag{1}$$

For small $k$, $\cos kR-1=-k^2R^2/2+\dots$, so $F\to-R/2$: the denominator $k^2$ has disappeared. On the $z$ axis $\partial_z^2R=0$ and $\partial_x^2R=1/R$. Therefore

$$D_{zz}\to\frac1R,\qquad D_{xx}\to\frac1R-\frac1{2R}=\frac1{2R}.$$

The first term of (1) alone, the Gaunt term, gives $1/R$ in both cases. The double gradient leaves the coupling along the separation unchanged and halves the coupling across it. This is the static retardation correction. The same cancellation of $k^2$ must survive in a partial-wave code, where it is less visible.

## From momentum space to the double gradient

Let $\mathbf R=\mathbf r_1-\mathbf r_2$, and let $\partial_i$ act on $\mathbf R$. The total interaction is $1/R+V_T$ with $V_T=-\alpha_{1i}\alpha_{2j}D_{ij}$; repeated Cartesian indices are summed. With the Feynman prescription,

$$D^{\rm F}_{ij}=4\pi\int\!\frac{d^3q}{(2\pi)^3}\,\frac{e^{i\mathbf q\cdot\mathbf R}}{q^2-k^2-i0}\left(\delta_{ij}-\frac{q_iq_j}{q^2}\right).$$

For the $\delta_{ij}$ part, the angular integration leaves

$$\frac{1}{i\pi R}\int_{-\infty}^{\infty}\frac{q\,e^{iqR}}{q^2-k^2-i0}\,dq=\frac{e^{ikR}}R ,$$

because closing the contour above encloses the pole at $q=k+i0$, whose residue is $e^{ikR}/2$. For the other part, $-q_iq_j$ becomes $+\partial_i\partial_j$ outside the integral, and

$$\frac1{q^2(q^2-k^2)}=\frac1{k^2}\left(\frac1{q^2-k^2}-\frac1{q^2}\right).$$

The two fractions transform to $e^{ikR}/R$ and $1/R$, so

$$D^{\rm F}_{ij}=\delta_{ij}\frac{e^{ikR}}R+\partial_i\partial_j\frac{e^{ikR}-1}{k^2R}.$$

Its real part is (1). Since $\nabla_1=\partial$ and $\nabla_2=-\partial$, we have $\partial_i\partial_j=-\nabla_{1i}\nabla_{2j}$, and the interaction reads

$$V_T=-\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2\frac{\cos kR}R+(\boldsymbol\alpha_1\!\cdot\!\nabla_1)(\boldsymbol\alpha_2\!\cdot\!\nabla_2)F. \tag{2}$$

The $-1$ in $F$ also matters at coincident points. Separately, $\cos kR/(k^2R)$ and $-1/(k^2R)$ have second derivatives with opposite contact terms $\mp(4\pi/3)\delta_{ij}\delta(\mathbf R)/k^2$. Near $R=0$ their sum is $F=-R/2+O(k^2R^3)$, whose second derivatives are no worse than $1/R$, so no contact term is left.

Transversality follows from $\nabla^2F=(RF)''/R=-\cos kR/R$:

$$\partial_iD_{ij}=\partial_j\left(\frac{\cos kR}R+\nabla^2F\right)=0.$$

## Static, corrected and distant forms

Put $\mathbf n=\mathbf R/R$ and $x=kR$. For a radial function, $\partial_i\partial_jF=(F'/R)(\delta_{ij}-n_in_j)+F''n_in_j$. Differentiation gives

$$F'=-\frac{\sin x}{kR}-\frac{\cos x-1}{k^2R^2},$$

$$F''=-\frac{\cos x}R+\frac{2\sin x}{kR^2}+\frac{2(\cos x-1)}{k^2R^3}.$$

Hence $D_{ij}=A(\delta_{ij}-n_in_j)+Bn_in_j$, with

$$A=\frac1R\left[\cos x-\frac{\sin x}x-\frac{\cos x-1}{x^2}\right],$$

$$B=\frac2R\left[\frac{\sin x}x+\frac{\cos x-1}{x^2}\right].$$

For the near limit, use $F=-R/2+k^2R^3/24+\dots$, together with $\partial_i\partial_jR=(\delta_{ij}-n_in_j)/R$ and $\partial_i\partial_jR^3=3R(\delta_{ij}+n_in_j)$:

$$D_{ij}=\frac{\delta_{ij}+n_in_j}{2R}-\frac{k^2R}8(3\delta_{ij}-n_in_j)+O(k^4R^3). \tag{3}$$

Contracting the first term with $-\alpha_{1i}\alpha_{2j}$ and separating the Gaunt part gives

$$V_T\to-\frac{\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2}R+\frac{\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2-(\boldsymbol\alpha_1\!\cdot\!\mathbf n)(\boldsymbol\alpha_2\!\cdot\!\mathbf n)}{2R}. \tag{4}$$

This is Gaunt plus retardation, the Breit interaction. The imaginary part of $D^{\rm F}$ contains $\sin kR/R\to k$ and $\sin kR/(k^2R)=1/k-kR^2/6+\dots$. It tends to $(k-k/3)\delta_{ij}=(2k/3)\delta_{ij}$ and vanishes with $k$. It belongs to radiative widths and is not kept below.

The limit requires $kR\ll1$ over the distances that matter. At the other end, $kR\gg1$, one finds $A\approx\cos x/R$ and $B\approx2\sin x/(kR^2)$. The coupling along the separation then dies off faster, as for a radiated transverse wave, and (4) is useless.

## Scalar partial waves

Write $r_<$ and $r_>$ for the smaller and larger of $r_1,r_2$. The expansion

$$\frac{\cos kR}R=4\pi\sum_{LM}V_LY_{LM}(\hat r_1)Y^*_{LM}(\hat r_2)$$

has coefficients obeying the radial Helmholtz equation with source $-\delta(r_1-r_2)/r_1^2$. The solution regular at the origin and outgoing at infinity is $ik\,j_L(kr_<)h^{(1)}_L(kr_>)$. Its real part is

$$V_L=-k\,j_L(kr_<)\,y_L(kr_>). \tag{5}$$

The Wronskian $j_Ly_L'-j_L'y_L=1/x^2$ gives the required slope jump $-1/r^2$. For $1/R$ the coefficients are

$$U_L=\frac{r_<^L}{(2L+1)r_>^{L+1}},$$

with the same jump. Consequently

$$F=4\pi\sum_{JM}G_JY_{JM}(\hat r_1)Y^*_{JM}(\hat r_2),\qquad G_J=\frac{V_J-U_J}{k^2}.$$

The slope jumps cancel in $G_J$, so two radial derivatives produce no delta function at $r_1=r_2$.

## The gradient in vector harmonics

Let $\mathbf Y_{JLM}$ be the normalized vector harmonics formed by coupling $Y_{Lm}$ to a unit vector of spin one. Abbreviate $\mathbf Y_\mp=\mathbf Y_{J,J\mp1,M}$ and set

$$a=\sqrt{\frac J{2J+1}},\qquad b=\sqrt{\frac{J+1}{2J+1}},\qquad a^2+b^2=1.$$

The gradient of $r^JY_{JM}$ has harmonic Cartesian components of degree $J-1$, so it is proportional to $\mathbf Y_-$. The gradient of $r^{-J-1}Y_{JM}$ has decaying harmonic components $r^{-J-2}$, so it is proportional to $\mathbf Y_+$. The squared norms follow from the radial derivative and from $\int|r\nabla Y_{JM}|^2d\Omega=J(J+1)$. They are $J^2+J(J+1)=J(2J+1)$ and $(J+1)^2+J(J+1)=(J+1)(2J+1)$. Thus, with the phases fixed to be positive here,

$$\nabla(r^JY_{JM})=(2J+1)a\,r^{J-1}\mathbf Y_-,$$

$$\nabla(r^{-J-1}Y_{JM})=(2J+1)b\,r^{-J-2}\mathbf Y_+. \tag{6}$$

Writing out the left sides and removing powers of $r$ gives two linear equations for $\hat rY_{JM}$ and $r\nabla Y_{JM}$. Their solution is

$$\hat rY_{JM}=a\mathbf Y_--b\mathbf Y_+,$$

$$r\nabla Y_{JM}=(J+1)a\mathbf Y_-+Jb\mathbf Y_+.$$

For any radial function $f$, it follows that

$$\nabla(fY_{JM})=a\left(f'+\frac{J+1}rf\right)\mathbf Y_--b\left(f'-\frac Jrf\right)\mathbf Y_+ .$$

Either spherical Bessel function $z_J=j_J$ or $y_J$ satisfies $z_J'+(J+1)z_J/x=z_{J-1}$ and $z_J'-Jz_J/x=-z_{J+1}$. So

$$\nabla[z_J(kr)Y_{JM}]=k\left[a z_{J-1}(kr)\mathbf Y_-+b z_{J+1}(kr)\mathbf Y_+\right]. \tag{7}$$

## The dynamic kernels

Seek the expansion

$$D_{ij}=4\pi\sum_{JM}\sum_{LL'}W^J_{LL'}(r_1,r_2)\,[\mathbf Y_{JLM}(\hat r_1)]_i[\mathbf Y^*_{JL'M}(\hat r_2)]_j .$$

Completeness of the coupling to spin one turns $\delta_{ij}\sum_mY_{Lm}Y^*_{Lm}$ into $\sum_{JM}[\mathbf Y_{JLM}]_i[\mathbf Y^*_{JLM}]_j$. The Gaunt term therefore contributes $V_L\delta_{LL'}$.

Take $r_1<r_2$. The double gradient is $-\nabla_{1i}\nabla_{2j}F$. By (7), the Bessel part of $G_J$ gives the prefactor $-(1/k^2)(-k)k^2=+k$ times

$$\begin{aligned}&[a j_{J-1}(kr_1)\mathbf Y_-(1)+b j_{J+1}(kr_1)\mathbf Y_+(1)]_i\\ &\times[a y_{J-1}(kr_2)\mathbf Y_-^*(2)+b y_{J+1}(kr_2)\mathbf Y_+^*(2)]_j .\end{aligned}$$

By (6), the power part contributes to the pair $(J-1,J+1)$ alone. Its coefficient is

$$+\frac1{k^2}\,\frac{(2J+1)^2ab}{2J+1}\,\frac{r_1^{J-1}}{r_2^{J+2}}.$$

On the diagonal, $-k+ka^2=-kb^2$ for $L=J-1$ and $-k+kb^2=-ka^2$ for $L=J+1$. The kernels are

$$W_{J,J}=V_J,\qquad W_{J-1,J-1}=b^2V_{J-1},\qquad W_{J+1,J+1}=a^2V_{J+1}, \tag{8}$$

and, for $r_1<r_2$,

$$W_{J-1,J+1}=ab\left[k\,j_{J-1}(kr_1)y_{J+1}(kr_2)+\frac{(2J+1)r_1^{J-1}}{k^2r_2^{J+2}}\right],$$

$$W_{J+1,J-1}=ab\,k\,j_{J+1}(kr_1)y_{J-1}(kr_2). \tag{9}$$

For $r_1>r_2$ use $W_{LL'}(r_1,r_2)=W_{L'L}(r_2,r_1)$: labels and radii are exchanged together. For $J=0$ the one possible vector harmonic has $L=1$, and $a=0$ removes it. A transverse photon has no monopole.

The partial sum through $J=12$ was tested against the Cartesian tensor for both radial orders, using standard Clebsch–Gordan phases.

## Taking $k$ to zero wave by wave

The leading small-argument forms give $V_L\to U_L$. They also give $W_{J+1,J-1}=O(k^2)$, since $j_{J+1}y_{J-1}$ scales as $k^{J+1}k^{-J}$ and there is one further factor $k$. In $W_{J-1,J+1}$ the leading term cancels, so the next one is needed:

$$j_{J-1}(x)=\frac{x^{J-1}}{(2J-1)!!}\left[1-\frac{x^2}{2(2J+1)}+\dots\right],$$

$$y_{J+1}(x)=-\frac{(2J+1)!!}{x^{J+2}}\left[1+\frac{x^2}{2(2J+1)}+\dots\right].$$

Their product, multiplied by $k$, is

$$-\frac{(2J+1)r_1^{J-1}}{k^2r_2^{J+2}}\left[1+\frac{k^2(r_2^2-r_1^2)}{2(2J+1)}+\dots\right].$$

The first term removes the power term in (9), leaving

$$W_{J-1,J+1}\to-\frac{ab}2\,\frac{r_1^{J-1}(r_2^2-r_1^2)}{r_2^{J+2}}\qquad(r_1<r_2). \tag{10}$$

Subtracting the Gaunt kernel $U_L\delta_{LL'}$ identifies static retardation: $-a^2U_{J-1}$ and $-b^2U_{J+1}$ on the diagonal, and (10) off it. The magnetic wave $L=L'=J$ has no retardation term.

A case that can be summed by hand is $r_1\to0$. There $J=1$ survives with $W_{00}=2/(3r_2)$ and $W_{02}=-\sqrt2/(6r_2)$. The angular sums are $4\pi\sum_M\mathbf Y_{10M}\mathbf Y^*_{10M}=\delta_{ij}$ and $4\pi\sum_M\mathbf Y_{10M}\mathbf Y^*_{12M}=-(3n_in_j-\delta_{ij})/\sqrt2$. So

$$D_{ij}=\frac1{r_2}\left[\frac23\delta_{ij}+\frac16(3n_in_j-\delta_{ij})\right]=\frac{\delta_{ij}+n_in_j}{2r_2},$$

in agreement with (3).

The cancellation costs digits. For $J=1$, $r_1=0.01$ Å, $r_2=0.02$ Å and $k=0.1175$ Å$^{-1}$, the two terms of $W_{02}$ are about $\mp1.28\times10^7$ Å$^{-1}$ and their sum is $-8.839$ Å$^{-1}$. About six digits are lost. An implementation should switch to (10), or to a longer series, when $kr_2$ is small.

## An exchange energy in heliumlike silver

In the Furry picture the electrons occupy eigenstates of a Dirac Hamiltonian $h$ that includes the nuclear field. Energy conservation at each vertex gives the exchanged photon $k=|\varepsilon_a-\varepsilon_b|/c$ in the exchange term and $k=0$ in the direct term. The real first-order exchange contribution for a determinant $ab$ is $E_x=-\langle ab|V_T(k)|ba\rangle$.

Take $Z=47$, $a=1s$ and $b=2p_{1/2}$, both with $m=1/2$: a stretched $J=1$ state. The orbitals belong to a point nucleus. Screening, configuration mixing, nuclear size and radiative corrections are omitted, as are the direct and Coulomb terms. Nuclear size would move the total below by only about $10^{-5}$ eV. Screening matters more: adding a $1s$ Hartree potential to $h$ lowers the total by about $0.15$ eV, or $5.5$ percent, while the relative frequency effect stays near $-0.23$ percent. The digits below describe the unscreened model, not the ion.

With $\psi=r^{-1}(P\chi_\kappa,\,iQ\chi_{-\kappa})$, the radial equations are

$$c\left(P'+\frac\kappa rP\right)=\left(E+c^2+\frac Zr\right)Q,$$

$$c\left(-Q'+\frac\kappa rQ\right)=\left(E-c^2+\frac Zr\right)P .$$

Here $\kappa=-1$ for $a$ and $+1$ for $b$, and $\chi_{+1}=-(\boldsymbol\sigma\cdot\hat r)\chi_{-1}$. Since $(\boldsymbol\sigma\cdot\hat r)\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat r)=2\hat r(\boldsymbol\sigma\cdot\hat r)-\boldsymbol\sigma$, the transition current is

$$\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac i{4\pi r^2}\left[P_aQ_b\hat z-Q_aP_b(2\hat r\cos\theta-\hat z)\right].$$

Insert $2\hat r\cos\theta-\hat z=\frac23(3\hat r\cos\theta-\hat z)-\frac13\hat z$, with $\mathbf Y_{100}=\hat z/\sqrt{4\pi}$ and $\mathbf Y_{120}=-(3\hat r\cos\theta-\hat z)/\sqrt{8\pi}$. The current becomes $i(S_0\mathbf Y_{100}+S_2\mathbf Y_{120})/(\sqrt{4\pi}\,r^2)$, where

$$S_0=P_aQ_b+\tfrac13Q_aP_b,\qquad S_2=\tfrac{2\sqrt2}3Q_aP_b .$$

The second electron carries the conjugate current. The factors $4\pi$ and $r^2$ cancel, and

$$E_x=\sum_{L,L'=0,2}\int\!\!\int S_L(r_1)W^1_{LL'}(r_1,r_2)S_{L'}(r_2)\,dr_1dr_2 .$$

The orbital energies differ by $-7808.4+30995.0=23186.6$ eV, so $k=11.750$ Å$^{-1}$. At this $k$ the three parts of $E_x$ and their sum, each rounded separately, are

$$1.9115\,(L=L'=0)+0.0954\,(L=L'=2)+0.7024\,(L\ne L')=2.7094\ \text{eV}.$$

For $J=1$, $a^2=1/3$ and $b^2=2/3$. Undoing the diagonal weights gives the Gaunt energy, $1.9115/(2/3)+0.0954/(1/3)=3.1535$ eV within rounding. With one more digit kept, retardation is then $2.70936-3.15353=-0.44417$ eV. Its negative diagonal parts outweigh the positive off-diagonal part.

The static values are $3.1972$ eV for Gaunt, $-0.4818$ eV for retardation and $2.7154$ eV in total. In hartree, the totals are $0.09957$ at the true $k$ and $0.09979$ at $k=0$. Static Gaunt alone would exceed the static total by about 18 percent of that total.

## Checks of the sign and of the limit

For a local potential, $[h,F]=-ic\,\boldsymbol\alpha\cdot\nabla F$. Between the orbitals, each commutator supplies an energy difference, with opposite signs for the two electrons. The product of the two gradient factors is

$$\frac ic(\varepsilon_a-\varepsilon_b)\,\frac ic(\varepsilon_b-\varepsilon_a)=k^2,$$

and therefore

$$\langle ab|V_{\rm ret}(k)|ba\rangle=\left\langle ab\left|\frac{\cos kR-1}R\right|ba\right\rangle ,$$

where $V_{\rm ret}$ is the second term of (2). This needs both orbitals to be eigenstates of the same $h$ and $k$ to be their own exchange wave number. Evaluated from transition charges, it reproduces $-0.444173$ eV for the contribution to $E_x$, which tests the sign of the double gradient.

A second test returns to momentum space. With $t_L(q)=\int S_L(r)j_L(qr)\,dr$, the plane-wave factors $(-i)^L$ give $L=0$ and $L=2$ opposite signs. Projection on the transverse combination $b\mathbf Y_-+a\mathbf Y_+$ yields

$$T=\sqrt{\tfrac23}\,t_0-\sqrt{\tfrac13}\,t_2,\qquad E_x=\frac2\pi\,\mathrm P\!\!\int_0^\infty\frac{q^2T^2(q)}{q^2-k^2}\,dq .$$

It agrees with the coordinate result at both wave numbers. Writing $q^2/(q^2-k^2)=1+k^2/(q^2-k^2)$ and using $\mathrm P\int_0^\infty dq/(q^2-k^2)=0$ gives the leading change

$$E_x(k)-E_x(0)\approx\frac{2k^2}\pi\int_0^\infty\frac{T^2(q)-T^2(0)}{q^2}\,dq .$$

Here $k$ times the mean $2p_{1/2}$ radius is $0.63$, but the current is confined to the overlap with the $1s$ orbital, whose mean radius gives only $0.19$. The total changes by $-0.0060$ eV, or $-0.22$ percent of its static value. Gaunt changes by $-0.0436$ eV and retardation by $+0.0376$ eV, so changing the frequency in one part but not the other would spoil the cancellation. In the integral, regions with $T^2(q)>T^2(0)$ contribute $+0.0147$ eV and the others $-0.0193$ eV, after multiplication by the prefactor; their sum before rounding is $-0.0047$ eV. The quartic term adds $-0.0014$ eV. Beside the reduced quadratic term the quartic one stays visible even at small $k$: halving $k$ from one quarter to one eighth of its true value lowers the difference from the static total by a factor of $4.05$ instead of $4$.

These numbers concern a single matrix element and give no general error estimate for the static interaction. The numerical output gives the scan and the separate parts.

## Numbers as computed

```
Nuclear charge Z: 47
Speed of light: 137.035999 a.u.
1s energy without rest energy: -30994.987 eV
2p1/2 energy without rest energy: -7808.406 eV
Exchange photon energy: 23186.581 eV
Exchange wave number k: 11.75034 1/angstrom
Mean radius 1s: 0.016206 angstrom
Mean radius 2p1/2: 0.053332 angstrom
k times mean radius 2p1/2: 0.62667
Exchange energy, true k, Gaunt: 3.153531 eV
Exchange energy, true k, retardation: -0.444173 eV
Exchange energy, true k, total: 2.709358 eV
  part L=L'=0: 1.911505 eV
  part L=L'=2: 0.095425 eV
  part L unequal L': 0.702428 eV
Exchange energy, k = 0, Gaunt: 3.197159 eV
Exchange energy, k = 0, retardation: -0.481787 eV
Exchange energy, k = 0, total: 2.715372 eV
  part L=L'=0: 1.943869 eV
  part L=L'=2: 0.093785 eV
  part L unequal L': 0.677717 eV
Total at true k: 0.09956707 hartree
Total at k = 0: 0.09978808 hartree
Momentum-space total, true k: 2.709358 eV
Momentum-space total, k = 0: 2.715372 eV
Retardation from charges, true k: -0.444173 eV
Relative change, true k against k = 0: -0.2215 percent
Total minus static total at 1 k: -0.0060140 eV
Total minus static total at 0.5 k: -0.0012528 eV
Total minus static total at 0.25 k: -0.0002973 eV
Total minus static total at 0.125 k: -0.0000733 eV
Ratio of last two differences: 4.05454
Quadratic term at true k, from scan: -0.004671 eV
Quadratic term, momentum integral: -0.004671 eV
  rising part of form factor: 0.0147 eV
  falling part of form factor: -0.0193 eV
Quartic term at true k, from scan: -0.00137 eV
Ratio testing fourth order of the rest: 3.9836
Kernel J=1, L=0, L'=2 at r1 = 0.01, r2 = 0.02 angstrom:
  1 k: Bessel -1289.31224, power 1280.33762, sum -8.97462 1/angstrom
  0.1 k: Bessel -128042.60199, power 128033.76178, sum -8.84021 1/angstrom
  0.01 k: Bessel -12803385.01648, power 12803376.17763, sum -8.83885 1/angstrom
  static kernel: -8.83883 1/angstrom
Partial-wave tensor deviation, J to 12, k = 1.3: 2.2e-09 a.u.
Partial-wave tensor deviation, J to 12, k = 0: 2.2e-09 a.u.
```
